Inverse-linear basis convergence of the two-electron Darwin term in helium

**1. The contact density**

Relativistic corrections to the energy of a light atom or molecule can be added to a nonrelativistic calculation as expectation values of order α². One of them depends on how often two electrons are found at the same point. An electron with potential energy V has the Darwin correction (α²/8)∇²V. For the repulsion V = 1/u, with u = r12 = |r⃗1 − r⃗2|, each electron contributes such a term, and ∇²(1/u) = −4πδ(r⃗12), so

E_D2 = 2·(α²/8)·(−4π)·δ = −πα²δ,  δ ≡ ⟨δ(r⃗12)⟩.  (1)

The spin–spin contact term is a separate operator and is not included. The expectation value is taken in a wave function expanded in one-electron orbitals, and the question is how fast it converges with the size of that expansion.

Atomic units are used. The system is the helium ground state with a fixed point nucleus. Its spatial function ψ is real, normalized, symmetric under exchange, and depends on r1, r2 and the angle θ between the electrons. With φ(r) = ψ(r⃗, r⃗),

δ = 4π∫φ² r² dr.  (2)

**2. The cusp**

With R⃗ = (r⃗1 + r⃗2)/2 and u⃗ = r⃗1 − r⃗2 the kinetic energy is −¼∇_R² − ∇_u². Exchange symmetry sends u⃗ to −u⃗ and forbids a term odd in u⃗, so near coalescence ψ = φ(1 + a·u + …). Since ∇²u = 2/u, the kinetic energy gives −2aφ/u and the repulsion gives +φ/u. The other terms of the Schrödinger equation stay finite at u = 0 away from the nucleus, so the two must cancel and a = ½:

ψ = φ(1 + u/2 + O(u²)).  (3)

The slope is ½ a0⁻¹, and this inverse length is absorbed in the coefficients below. For an interaction λ/u the slope is λ/2.

**3. Legendre components of r12**

Write ψ = Σ_l ψ_l(r1, r2) P_l(cos θ). Keeping l ≤ L keeps all products of orbitals with angular momentum up to L, with a complete radial basis. The components u_l of u follow from ∇²u = 2/u and 1/u = Σ_l r<^l/r>^(l+1) P_l. On a component l the Laplacian of either electron acts as D_l = (1/r)(d²/dr²)r − l(l+1)/r², and

D_l r^p = [p(p+1) − l(l+1)] r^(p−2).

Take r1 < r2. In r1 the equation is D_l u_l = 2 r1^l/r2^(l+1). For p = l+2 the bracket is (l+2)(l+3) − l(l+1) = 2(2l+3), so the solution regular at r1 = 0 is

u_l = r1^(l+2)/((2l+3) r2^(l+1)) + B(r2) r1^l.

Because u is homogeneous of degree one in the coordinates, B = b·r2^(1−l). The same equation holds in r2. There D_l annihilates r2^(−l−1), and for p = 1−l the bracket is (1−l)(2−l) − l(l+1) = −2(2l−1). Matching to 2 r1^l/r2^(l+1) gives b = −1/(2l−1):

u_l = r<^(l+2)/((2l+3) r>^(l+1)) − r<^l/((2l−1) r>^(l−1)).  (4)

At r1 = r2 = r, 1/(2l+3) − 1/(2l−1) = −4/((2l−1)(2l+3)), so

u_l(r, r) = −r/((l−½)(l+3/2)).  (5)

**4. The projected wave function and its first correction**

Let φ_L be the coalescence value of the exact ψ with the components l > L removed. Since P_l(1) = 1, φ_L = φ − Σ_{l>L} ψ_l(r, r). On the sphere r1 = r2 the function depends on r and u, with u² = 2r²(1 − cos θ). A power u^(2m) is a polynomial of degree m in cos θ and has no component above l = m; the part of ψ that is even in u is assumed smooth in cos θ, so that its components fall faster than the powers kept here. Of the odd terms, φu/2 has the components (5), and u³ is shown in section 5 to leave a tail of order L⁻³. The partial fraction 1/((l−½)(l+3/2)) = ½[1/(l−½) − 1/(l+3/2)] makes the sum telescope, with two terms surviving:

Σ_{l>L} 1/((l−½)(l+3/2)) = ½[1/(L+½) + 1/(L+3/2)] = (L+1)/((L+½)(L+3/2)) ≡ s_L.

The omitted components are negative, so removing them raises the value:

φ_L = φ[1 + (r/2)s_L + O(L⁻³)].  (6)

The truncated function cannot reach the bottom of the conical dip at u = 0 and rounds it off from above. The denominator of s_L is (L+1)² − ¼, so s_L = 1/(L+1) + O(L⁻³). In the variable L+1 there is no quadratic term in s_L, which is the reason for choosing it. Squaring (6) gives φ_L² = φ²[1 + r s_L + r² s_L²/4], and (2) gives

δ_L − δ = c·s_L + (m₂/4)·s_L² + O(L⁻³),  (7)

c = 4π∫φ² r³ dr,  m₂ = 4π∫φ² r⁴ dr.

The norm lost by the truncation is of order L⁻⁵ (section 5) and does not enter. At leading order the increment from one partial wave is c(s_l − s_(l−1)) = −c/((l−½)(l+3/2)) ≈ −c/(l+½)². The error in δ is positive, so by (1) the Darwin energy is too negative. The ratio c/δ is the mean radius of the coalescence density in bohr, and the relative error is that number divided by L+1. The angular resolution 1/L corresponds to u ≈ r/L, which is small compared with r at every radius, as (3) requires, and small compared with a bohr once L exceeds r.

**5. The momentum picture**

Treat φ as constant over the small region that matters and transform in u⃗. The transform of 1/u is 4π/k², so ∇²u = 2/u gives −k²F = 8π/k² and F = −8π/k⁴ for k ≠ 0. The cusp term φu/2 therefore has the tail

ψ(k) → −4πφ/k⁴.  (8)

Removing a region of large k raises the value at u = 0 by φ∫(4π/k⁴) d³k/(2π)³ over that region. For a spherical cutoff k > K,

rise = (4π·4π/8π³)∫_K^∞ dk/k² = 2/(πK).  (9)

Likewise ∇²u³ = 12u gives the transform 96π/k⁶ for u³, whose tail integral scales as K⁻³. A quadrature test uses (1 + u/2)exp(−u²), whose u³ coefficient is −½, so that the next term is +½·96π·4π/(8π³·3K³) = 8/(πK³). At K = 40 a0⁻¹ the computed rise is 0.015956, against 0.015915 from (9) and 0.015915 + 0.000040 = 0.015955 with that term.

A partial-wave cut is a cylinder. The angular kinetic term l(l+1)/r² ≈ (l+½)²/r² identifies the momentum across the radius as q = (l+½)/r, the boundary between L and L+1 lies at κ = (L+1)/r, and the radial momentum k_z is unrestricted. With ∫dk_z (q² + k_z²)⁻² = π/(2q³),

rise = (4π/8π³)∫_κ^∞ 2πq dq·π/(2q³) = 1/(2κ) = r/(2(L+1)),

which is (6). If a kept region of fixed shape is scaled by a factor X, the omitted integral of d³k/k⁴ scales as X⁻¹. The shape sets the prefactor and the tail (8) sets the exponent. A second limit shows what a finite radial basis adds. If |k_z| > K_z ≫ κ is also removed inside the cylinder, the further rise is (4π/8π³)·πκ²·2/(3K_z³) = κ²/(3πK_z³). It has the same sign, and relative to 1/(2κ) it is (2/3π)(κ/K_z)³. It is negligible for K_z ≫ κ and of the same order as the angular error when the two cutoffs grow together, as they do in a family of basis sets with a cardinal number X.

The energy follows from the same tail. Let P project on the kept part and Q = 1 − P. Since (H − E)ψ = 0 and Pψ = ψ − Qψ, one has ⟨Pψ|H − E|Pψ⟩ = ⟨Qψ|H − E|Qψ⟩. At large k this is dominated by the relative kinetic energy k². With ∫dk_z (q² + k_z²)⁻³ = 3π/(8q⁵),

∫k²(4πφ/k⁴)² d³k/(2π)³ = (16π²φ²/8π³)·2π·(3π/8)∫_κ^∞ dq/q⁴ = πφ²/(2κ³).

Inserting κ = (L+1)/r and integrating with 4πr² dr,

E_L − E ≈ C₁/(L+1)³,  C₁ = 2π²∫φ² r⁵ dr.  (10)

The term ⟨Qψ|1/u|Qψ⟩ is of order κ⁻⁴ and positive, being a positive kernel between two tails of one sign. The lost norm is ∫d³k/k⁸ ∝ κ⁻⁵. The point value is linear in the tail and integrates k⁻⁴; the energy is quadratic in it and integrates k⁻⁶. That is the origin of the exponents 1 and 3.

**6. The variational function**

A configuration-interaction (CI) calculation optimizes the kept components and does not project the exact function. In the same local picture, for k inside the cylinder and up to slowly varying terms, the exact function obeys k²ψ + vPψ + vQψ = 0, where v is convolution with 4π/|k⃗ − k⃗′|². The CI function obeys k²ψ′ + vψ′ = 0. Subtracting, the difference Δ = ψ′ − Pψ obeys k²Δ + vΔ = vQψ. At k ~ κ the term vΔ is smaller than k²Δ by one power of κ and is dropped. With (8) for Qψ,

Δ(k) = −(φ/k²)∫_out 16π²/(|k⃗ − k⃗′|² k′⁴) d³k′/(2π)³.

Integrating over k inside gives the change at u = 0. Six powers of momentum in the measure and eight in the denominator leave

φ_CI − φ_L = −γφ/κ²,

where γ > 0 is the double integral at κ = 1. It converges: d³k/k² is integrable at k = 0, the kernel is integrable at k⃗ = k⃗′, and along the axis the source falls as k_z⁻², so the integrand falls as k_z⁻⁴. Then φ² changes by −2γφ²r²/(L+1)², and

δ_L(CI) − δ = c/(L+1) + (¼ − 2γ) m₂/(L+1)² + O(L⁻³ ln L).  (11)

The leading coefficient is that of the projection, and the first correction is lowered. This step is a local estimate, and γ is not evaluated here. The logarithm in the remainder comes from the dropped term: for k ≪ κ the source is constant and of order κ⁻³, so Δ ∝ κ⁻³/k² and vΔ ∝ κ⁻³/k. The correction −vΔ/k² ∝ +κ⁻³/k³ then integrates over d³k up to κ to a positive term of order κ⁻³ ln κ. The energy gained by the relaxation is ∫k²Δ² d³k ∝ κ⁻⁵, which leaves C₁ unchanged.

**7. Natural orbitals**

A real symmetric two-electron function has the diagonal form ψ = Σ_n c_n χ_n(r⃗1)χ_n(r⃗2), where χ_n and c_n are eigenfunctions and eigenvalues of ψ regarded as an integral kernel. By (8) this operator acts on a wave of large momentum k near r⃗ as multiplication by −4πφ(r)/k⁴. In the semiclassical approximation each cell d³r d³k of volume (2π)³ holds one orbital with that eigenvalue. Keeping |c_n| > ε then means a spherical cutoff that varies with position, 4πφ/K⁴ = ε, or K(r) = (4πφ/ε)^(1/4). Let I_p = ∫φ^p d³r and β = (4π/ε)^(1/4), so K = βφ^(1/4). The number of kept orbitals is

N = ∫(4π/3)K³ d³r/(2π)³ = β³ I_{3/4}/(6π²).

By (9), φ² rises by the fraction 4/(πK), so δ_N − δ = ∫4φ²/(πK) d³r = (4/π) I_{7/4}/β. Eliminating β = (6π²N/I_{3/4})^(1/3),

δ_N − δ ≈ C_N N^(−1/3),  C_N = (4/π) I_{7/4} (I_{3/4}/6π²)^(1/3).  (12)

The principal expansion keeps X − l radial functions for each l ≤ X − 1. It holds N = Σ_{n≤X} n² = X(X+1)(X+½)/3 orbitals, and X(X+1) = (X+½)² − ¼ makes this (X+½)³/3 up to a relative X⁻². To the extent that these are the orbitals of largest amplitude,

δ_X − δ ≈ C_X/(X+½),  C_X = 3^(1/3) C_N.  (13)

Equations (12) and (13) are leading order. The square of the rise adds a positive term of relative order N^(−1/3), and corrections to the cell counting may enter at that order too; they are not derived here. The cc-pVXZ sets for helium have the same counts of functions, but they are fixed Gaussians, so for them the exponent is a scaling estimate and C_X is a guide to size.

**8. Helium: reference values**

The numbers are listed in the numerical output. The reference is a variational Hylleraas-type expansion in perimetric Laguerre functions with exponent 1.9 a0⁻¹ and no cusp imposed. It is nonrelativistic, has infinite nuclear mass and omits the logarithmic terms at the three-particle coalescence. At order 14 (372 terms) E = −2.9037244 Eh and δ = 0.106371 a0⁻³. Order 10 gives δ = 0.106424 a0⁻³, a change of 5×10⁻⁵ a0⁻³ or 0.05 % of δ, so the fifth decimal is not settled. The cusp slope, averaged with the weight φ²r³ that defines c, is 0.4990 a0⁻¹. The moments are c = 0.04284 a0⁻³, m₂ = 0.02317 a0⁻³, C₁ = 0.02474 Eh, I_{7/4} = 0.14817 a0^(−9/4) and I_{3/4} = 1.4662 a0^(3/4). Carrying the expansion to order 28 leaves c, m₂ and C₁ unchanged in the digits shown and lowers I_{7/4} to 0.14815 and I_{3/4} to 1.4660, so the last digit of these two is not settled; C_N and C_X below keep their three figures. Then

C_N = (4/π)·0.14817·(1.4662/59.22)^(1/3) = 0.18866·0.2915 = 0.0550 a0⁻³,

C_X = 1.4422·0.05498 = 0.0793 a0⁻³.

Equations (4), (5) and the partial sums s_L were tested against angular quadrature for l ≤ 12 to 10⁻¹⁰.

**9. Partial waves**

For the projection at L = 10, s = 11/(10.5·11.5) = 0.09110, c·s = 0.003903 and (m₂/4)s² = 0.000048, in total 0.003951 a0⁻³. The projected reference gives 0.003937 a0⁻³. At L = 20 and 40 the pairs are 0.002049 against 0.002054 and 0.001046 against 0.001049. These errors are measured from the reference function's own δ, so most of its uncertainty drops out, though not all: from order 10 to order 14 δ falls by 5.3×10⁻⁵ a0⁻³ while the error at L = 10 rises by 1.3×10⁻⁵ a0⁻³. The computed values lie 0.2 to 0.4 % below (7). By linearity a function with slope 0.4990 has its leading term scaled by 0.998, which accounts for 0.2 %. The test tolerances, 3 % at L = 10 and 1.5 % beyond, check the leading term and do not isolate the correction. The numbers do show it: relative to c·s alone (0.003903 and 0.001045) the computed error is 0.9 % high at L = 10 and 0.1 % high at L = 40, a drop of 0.8 points, where (7) predicts 1.2 % and 0.3 %, a drop of 0.9.

An independent CI on a radial grid of 139 interior points, built without r12 in the wave function, gives:

L = 0: δ = 0.155764, (L+1)·error = 0.04939
L = 2: δ = 0.120846, (L+1)·error = 0.04343
L = 4: δ = 0.114974, (L+1)·error = 0.04302
L = 6: δ = 0.112494, (L+1)·error = 0.04286
L = 8: δ = 0.111123, (L+1)·error = 0.04277

all in a0⁻³, with errors measured from the reference δ. The grid is a finite radial basis in the sense of section 5. Grids of 99, 139 and 199 points show an error that falls as the inverse cube of the number of points, and at 139 points δ is high by 0.8, 1.5 and 2.5×10⁻⁶ a0⁻³ at L = 4, 6 and 8. Between L = 6 and 8 the local exponents in L+1 are 1.009 for δ and 3.021 for the energy, tested against 1 ± 0.1 and 3 ± 0.2. The last increment needs no reference value of δ: 0.111123 − 0.111722 = −0.000599 a0⁻³, against −c/(7.5·9.5) = −0.000601 a0⁻³. The scaled energy error at L = 8 is 0.02541 Eh, 2.7 % above C₁, the sign of the κ⁻⁴ term found in section 5.

The scaled error of δ is within 1.4 % of c from L = 2 on (1.6 % when measured from the converged δ given below), closer than (7) alone would give. Equation (11) allows this through a cancellation. The difference between projection and CI times (L+1)² is 0.000203·25 = 0.0051 at L = 4, 0.000111·49 = 0.0054 at L = 6 and 0.000074·81 = 0.0060 a0⁻³ at L = 8, to be set against m₂/4 = 0.0058 a0⁻³. This difference is not free of the error of the reference function, because the projection is taken from that function and the CI is not. The projection inherits only part of the excess in the reference δ discussed below, since part of that excess lies in the components above L. Carrying the expansion to order 22 lowers the three projected values by 1.1, 1.2 and 1.4×10⁻⁵ a0⁻³ and brings the products to 0.0048, 0.0049 and 0.0049 a0⁻³; order 28 with the radial grid error of the CI removed gives the same three values. The relaxation thus cancels a little over four fifths of m₂/4 over this range, and the closeness of 0.0060 to 0.0058 comes from the error of the order-14 function. The sign agrees with section 6 and is tested at L = 8. The product rises over this range, and the exponent of the difference from L = 4 to 8 is 1.71, inside the tested window 1.4 to 2.8 but short of 2; with the order-22 function the rise nearly vanishes and the exponent is 1.97 (1.95 at order 28 with the radial grid error removed), so both features come mostly from the reference. Terms of order L⁻³ ln L and L⁻³ are not separated at these L, so the data do not fix γ.

The scaled error falls slightly below c at L = 7 and 8, and the estimate that removes a quadratic term, [81·error(8) − 49·error(6)]/2, gives 0.04244 a0⁻³, 0.9 % below c (tested to 4 %). That estimate shifts by −(81 − 49)/2 = −16 times any excess in the reference δ, so an excess of 0.0004/16 = 2.5×10⁻⁵ a0⁻³ would remove the gap. This is half the change between orders 10 and 14 and lies in the direction of that change. The CI values extrapolated alone, (9·δ₈ − 7·δ₆)/2 = 0.106324 a0⁻³, also lie below the reference, by 5×10⁻⁵ a0⁻³. The converged value is δ = 0.106345 a0⁻³, so the reference is high by 2.5×10⁻⁵ a0⁻³. Measured from the converged value the scaled error lies 0.4 % above c at L = 7 and 8, and the estimate of c becomes 0.04285 a0⁻³. The last digit of this agreement is accidental, because the radial grid error enters with the weights 81 and 49. Removing it gives 0.04278 a0⁻³, about 0.1 % below c, lowers the scaled error at L = 8 to 0.3 % above c, and moves the extrapolated δ to 0.106318 a0⁻³.

**10. Natural orbitals and cc-pVXZ**

The natural orbitals come from diagonalizing each partial wave of the reference function. For the principal expansion the ratio (X+½)·error/C_X is 1.223, 1.124, 1.080, 1.055, 1.030, 1.014 and 1.005 at X = 2, 3, 4, 5, 7, 10 and 14, and the exponent from X = 10 to 14 is 1.029. All listed ratios lie above 1. The excess over 1 times X+½ goes from 0.56 at X = 2 to 0.07 at X = 14, so it is not a single term in 1/(X+½). The limit need not be 1, because at large X the principal set is not exactly the set of largest amplitude. The cell counting of section 7, done with a separate cutoff for each l that leaves X − l radial functions, gives 0.99 C_X for the helium φ. For the function (φ(r1)φ(r2))^(1/2)(1 + u/2), which has this φ and the exact cusp, the ratio is 1.007, 1.001, 0.997 and 0.995 at X = 14, 20, 30 and 40. Estimates made with C_X for the principal expansion are therefore about 1 % high at large X. Selection by amplitude gives the same N and the same error at every listed X up to 10. At X = 14 the two differ: the count by amplitude passes 1015 without stopping there and reaches 1038, with error 0.005490 a0⁻³ against 0.005494 a0⁻³ and N^(1/3)·error/C_N = 1.011 (tested to 10 %).

Full CI in cc-pVXZ, with 5, 14, 30 and 55 functions, gives δ = 0.147446, 0.132015, 0.124646 and 0.120563 a0⁻³ for X = 2 to 5, and X·error = 0.0822, 0.0769, 0.0731 and 0.0710 a0⁻³. The local exponent from X = 4 to 5 is 1.13 for δ and 3.72 for the total energy. The tests ask for 0.7 to 1.5 and for more than 2.5. The total energy also contains a faster-falling one-electron basis error, but removing the Hartree–Fock part lowers the exponent only to 3.57; the remaining excess over 3 belongs to the correlation energy and is not explained here. Each δ lies above the radial-limit CI value with the same L = X − 1, as the positive radial term of section 5 suggests. At X = 5 the error is 0.01419 a0⁻³, against 0.114974 − 0.106371 = 0.00860 a0⁻³ at L = 4, so about 60 % of it is angular. For the energy this ordering is the variational principle; for δ it is a tested observation. The cc-pV5Z error is smaller than the natural-orbital error with the same 55 functions, 0.01522 a0⁻³, and the same holds at X = 4, while at X = 2 and 3 it is larger. The natural-orbital truncation therefore does not bound the error in δ. Relaxation of the kind in section 6 acts in this direction, but its part in the crossing has not been separated out.

**11. The Darwin energy and extrapolation**

With πα² = π·(0.0072973526)² = 1.67294×10⁻⁴,

E_D2 = −1.67294×10⁻⁴·0.106371 = −17.80 µEh = −3.906 cm⁻¹,

uncertain by about 0.01 µEh through δ. In cc-pV5Z it is −20.17 µEh (−4.427 cm⁻¹), 13.3 % too large in magnitude relative to the reference. The leading errors are −7.17 µEh/(L+1) for partial waves and, from (13) and to about 1 % (section 10), −13.27 µEh/(X+½) for the principal natural-orbital expansion.

If δ_X = δ + A/X^p, then X^p δ_X − (X−1)^p δ_(X−1) = [X^p − (X−1)^p]δ, which eliminates A. For p = 1 and X = 5,

δ ≈ 5·0.120563 − 4·0.124646 = 0.104231 a0⁻³,  E_D2 = −17.44 µEh (−3.827 cm⁻¹).

The remaining error is the difference of the scaled errors, 0.07096 − 0.07310 = −0.00214 a0⁻³, or −2.0 % of the reference. It is negative because X·error is still falling. In general a term d/X² survives as d/X − d/(X−1) = −d/(X(X−1)), so the first correction sets the quality of the extrapolation; for the CI pair L+1 = 7, 9 it survives as −d/63. The formula with p = 3, suited to correlation energies, gives (125·0.120563 − 64·0.124646)/61 = 0.116279 a0⁻³, or −19.45 µEh, still 9.3 % off. For a pure 1/X error it would leave the fraction (125 − 64·5/4)/61 = 0.74 of the X = 5 error, and here it leaves 9.32/13.34 = 0.70.

Without extrapolation, a relative error of 1 % needs, at leading order, L+1 = 100·c/δ = 100·0.4028 ≈ 40 with a complete radial basis, or X = 100·0.7455 − ½ ≈ 74, or N = (100·0.5169)³ ≈ 1.4×10⁵ natural orbitals. By (12) a further factor of ten in accuracy costs a factor of 10³ in N.

**12. Where the law does not apply**

The law needs a φ that does not vanish identically. For a triplet pair the spatial function is antisymmetric, φ vanishes at every truncation, and δ is zero with no convergence problem. For an interaction λ/u the leading term carries the factor λ, and it vanishes for independent electrons. If the basis contains a function that supplies the term φu/2, the tail (8) is removed from the part left to the orbitals and the u³ term leaves an error of order L⁻³. If the function enters with a fixed coefficient and supplies the slope with a uniform relative error η, the orbitals must represent the remainder, and by linearity a term of size ηc/(L+1) persists. If its coefficient is varied, it tends to 1/(1+η) of the fixed value, and a uniform η is scaled away. The prefactor c assumes K_z ≫ κ; a basis with few radial functions at high l falls under the general scaling argument, with a prefactor that depends on its composition. The derivations in sections 3 and 4 use an S state of two electrons. The momentum argument is local to the coalescence point and does not use that symmetry, but its extension to other states and to molecules has not been tested here.

Computed values

```
alpha = 0.0072973526, 1 Eh = 219474.63 cm^-1, exponent zeta = 1.9 a0^-1
Hylleraas order 10 (161 terms): E = -2.90372426 Eh, delta = 0.106424 a0^-3
Hylleraas order 14 (372 terms): E = -2.90372436 Eh, delta = 0.106371 a0^-3
virial V/T = -2.0000000, r-weighted cusp ratio = 0.4990 a0^-1
c = 0.04284 a0^-3, m2 = 0.02317 a0^-3, C1 = 0.02474 Eh (cusp factors absorbed)
I74 = 0.14817 a0^-9/4, I34 = 1.4662 a0^3/4, CN = 0.05498 a0^-3, CX = 0.07930 a0^-3
cutoff model K = 40 a0^-1: rise at u=0 = 0.015956, 2/(pi K) = 0.015915
projected L=10: error 0.003937, predicted 0.003951 a0^-3
projected L=20: error 0.002049, predicted 0.002054 a0^-3
projected L=40: error 0.001046, predicted 0.001049 a0^-3
L, E_CI (Eh), delta_CI, delta_projected, (L+1)*error_CI (a0^-3), (L+1)^3*dE (Eh)
0 -2.8790288 0.155764 0.158709 0.04939 0.02470
1 -2.9005162 0.128451 0.129573 0.04416 0.02566
2 -2.9027669 0.120846 0.121373 0.04343 0.02585
3 -2.9033211 0.117160 0.117467 0.04316 0.02581
4 -2.9035186 0.114974 0.115177 0.04302 0.02572
5 -2.9036057 0.113525 0.113671 0.04293 0.02563
6 -2.9036499 0.112494 0.112605 0.04286 0.02555
7 -2.9036746 0.111722 0.111811 0.04281 0.02547
8 -2.9036895 0.111123 0.111197 0.04277 0.02541
CI L=6,8: c estimate 0.04244, extrapolated delta 0.106324 a0^-3
CI exponents in L+1: delta 1.009, energy 3.021, CI minus projected 1.71
X, error principal (a0^-3), (X+1/2)*error/CX, N by amplitude, error (a0^-3), N^(1/3)*error/CN
2 0.038781 1.223 5 0.038781 1.206
3 0.025467 1.124 14 0.025467 1.116
4 0.019034 1.080 30 0.019034 1.076
5 0.015218 1.055 55 0.015218 1.053
7 0.010893 1.030 140 0.010893 1.029
10 0.007658 1.014 385 0.007658 1.013
14 0.005494 1.005 1038 0.005490 1.011
principal expansion exponent in X+1/2, X=10 to 14: 1.029
X, functions, E (Eh), delta (a0^-3), X*error (a0^-3), Darwin (microEh)
2 5 -2.887595 0.147446 0.08215 -24.667
3 14 -2.900232 0.132015 0.07693 -22.085
4 30 -2.902411 0.124646 0.07310 -20.853
5 55 -2.903152 0.120563 0.07096 -20.170
cc-pVXZ exponents in X, X=4 to 5: delta 1.13, energy 3.72
reference: delta 0.106371 a0^-3, Darwin -17.795 microEh = -3.9056 cm^-1, error 0.00 %
cc-pV5Z: delta 0.120563 a0^-3, Darwin -20.170 microEh = -4.4267 cm^-1, error 13.34 %
Q5 X^-1: delta 0.104231 a0^-3, Darwin -17.437 microEh = -3.8270 cm^-1, error -2.01 %
Q5 X^-3: delta 0.116279 a0^-3, Darwin -19.453 microEh = -4.2694 cm^-1, error 9.32 %
Darwin prefactors: -pi a^2 c = -7.167, -pi a^2 CX = -13.267 microEh
c/delta = 0.4028, CN/delta = 0.5169, CX/delta = 0.7455
for 1 %: L+1 = 40, X = 74, N = 1.38e+05 orbitals
```
